# Permissible Etch Times in Cyclic Selective Epitaxy

## 1. Two cases that seem the wrong way round

A crystalline layer grows in a window of a masked wafer, while unwanted deposits form on the mask. After each deposition step the gas is switched to an etchant, which attacks both materials.

In a first case the epitaxial layer etches at 0.20 nm/s and the mask deposit at only 0.15 nm/s. After 30 s of deposition, an etch of between 60 s and 75 s nevertheless clears the mask and leaves a net epitaxial gain. In a second case the mask deposit etches faster than the layer, at 0.22 nm/s. After 240 s of deposition, no etch time works: clearing the mask takes 613.6 s, and the thickness gained in the window is gone after 600.0 s.

The sign of the difference between the etch rates therefore does not decide whether selective growth is possible. Each material has its own amount to be removed as well as its own rate, and the mask deposit starts late.

## 2. The cycle and its assumptions

One cycle consists of deposition for a time \(t_d\), followed by etching for a time \(t_e\). All rates are positive numbers; the sign of a thickness change is written explicitly.

- The epitaxial plane grows at \(G_e\) and etches at \(E_e\).
- The surface of a mask deposit advances along its normal at \(G_m\) and recedes along its normal at \(E_m\).
- No nucleus appears on clean mask before the incubation time \(\tau\), and \(t_d>\tau>0\).
- The net epitaxial gain per cycle must be at least \(h\ge 0\). For \(h=0\) we demand a gain strictly greater than zero.

The rates are constant within their step and the same for all orientations of the mask deposit. A nucleus starts with negligible size. The mask itself is not etched, and clearing it restores the full incubation time. The window is so wide that facets starting at its edge do not reach the top plane considered, and contact between layer and mask deposit at that edge is neglected.

"Selective" here means that the mask is clean at the end of every cycle. Deposits may exist during a cycle. The requirement is that they vanish before the etch has used up the epitaxial thickness that the same cycle can spare.

## 3. The upper limit: the epitaxial balance

Deposition adds \(G_e t_d\) and etching removes \(E_e t_e\). The net gain is

\[
\Delta = G_e t_d - E_e t_e .
\]

The requirement \(\Delta\ge h\) gives \(E_e t_e\le G_e t_d-h\). Division by the positive rate \(E_e\) keeps the direction of the inequality:

\[
t_e\le t_{\max}=\frac{G_e t_d-h}{E_e}.
\]

For \(h=0\) the end point is excluded, because there the layer returns to its previous thickness. Material from earlier cycles could survive a longer etch, but each such cycle would make the layer thinner.

## 4. The lower limit: clearing the mask

### One nucleus

A nucleus born at time \(s\) after the start of deposition has grown for \(t_d-s\) when deposition ends. It is then a hemisphere of radius \(G_m(t_d-s)\). The earliest possible birth is \(s=\tau\), so the greatest possible radius is

\[
R=G_m(t_d-\tau).
\]

Etching reduces this radius at the rate \(E_m\), and the hemisphere disappears after \(R/E_m\).

### Many nuclei that merge

Merged hemispheres protect each other's flanks from the etchant, so it must be shown that merging does not lengthen the clearing time.

Define the depth of a point in the deposit as its distance to the nearest gas. A front that recedes along its normal at speed \(E_m\) has, after a time \(t\), removed the points of depth up to \(E_m t\). The time to clear the mask is therefore the greatest depth divided by \(E_m\).

The greatest depth has an upper bound. No hemisphere reaches higher than \(R\) above the mask. From a point at height \(z\), a vertical path meets gas after a distance of at most \(R-z\), which is at most \(R\).

It also has a lower bound. If a nucleus was born at \(\tau\), its whole hemisphere of radius \(R\) belongs to the deposit. Its centre is then at least \(R\) away from any gas.

The two bounds coincide, so the greatest depth is \(R\), whether the deposit consists of separate islands or of a closed film. A three-dimensional grid evaluation of the depth, with a spacing of 1 nm, agrees with this for partly and for almost completely merged islands. With 6, 60 and 150 nuclei the mask coverage was 0.339, 0.929 and 0.994, and the greatest depth was 27.0 nm each time, equal to \(R\).

If the cycle began on a clean mask, the mask is thus certain to be clean again if

\[
t_e\ge t_{\min}=\frac{G_m(t_d-\tau)}{E_m}.
\]

### The interval

Both demands together give

\[
\boxed{\;\frac{G_m(t_d-\tau)}{E_m}\;\le\; t_e\;\le\;\frac{G_e t_d-h}{E_e}\;}
\]

provided that the left side does not exceed the right. For \(h=0\) both inequalities must leave room for a strictly positive gain, so the right end is excluded. A time-stepped simulation of the cycle with randomly chosen parameters agreed with these limits at all 156 etch times tried, each 1 s to one side of a limit.

## 5. Worked example

Take the round model parameters \(G_e=0.50\), \(G_m=0.60\), \(E_e=0.20\) and \(E_m=1.00\) nm/s, with \(t_d=60\) s, \(\tau=15\) s and \(h=10\) nm. They describe no particular material.

The oldest mask deposit has the radius

\[
R=0.60\times(60-15)=27.0\ \text{nm},
\]

so that

\[
t_{\min}=\frac{27.0}{1.00}=27.0\ \text{s}.
\]

The epitaxial layer receives \(0.50\times60=30.0\) nm, of which 10 nm must remain:

\[
t_{\max}=\frac{30.0-10.0}{0.20}=100.0\ \text{s}.
\]

The permissible interval is 27.0 s to 100.0 s, or 0.45 min to 1.67 min. The gain would fall to zero at 150.0 s.

An etch of 40 s lies inside the interval. It removes \(0.20\times40=8.0\) nm of the layer and leaves a gain of 22.0 nm. The mask has then been clean for 13.0 s. These 13 s cost \(0.20\times13=2.6\) nm of layer, which is the price of the safety margin.

How large a margin is needed depends on how well the rates and the incubation time are known; here \(\tau\) is taken as exact. Suppose that each of the four rates may deviate by 10 % from its stated value, independently of the others. The least favourable lower limit has fast growth and slow etching on the mask:

\[
\frac{1.1\times27.0}{0.9}=33\ \text{s}.
\]

The least favourable upper limit has slow growth and fast etching in the window:

\[
\frac{0.9\times30.0-10.0}{1.1\times0.20}=77\ \text{s}.
\]

Etch times between 33 s and 77 s remain permissible for every such combination. The choice of 40 s survives this test, whereas 30 s would not.

## 6. What happens after too short an etch

Let \(t_e<t_{\min}\), and let a nucleus have formed at \(\tau\). The first cycle leaves a residue of height

\[
r_1=G_m(t_d-\tau)-E_m t_e>0 .
\]

In the next deposition this residue grows from the first moment, since it needs no nucleation. It gains \(G_m t_d\) and then loses \(E_m t_e\):

\[
r_{n+1}=r_n+G_m t_d-E_m t_e .
\]

The change per cycle can be expressed through \(r_1\). Adding and subtracting \(G_m\tau\) gives

\[
G_m t_d-E_m t_e=\big[G_m(t_d-\tau)-E_m t_e\big]+G_m\tau=r_1+G_m\tau .
\]

This is positive, so the residue grows in every cycle. Starting from \(r_1\) and adding the change \(n-1\) times,

\[
r_n=r_1+(n-1)(r_1+G_m\tau)=n\,r_1+(n-1)\,G_m\tau .
\]

The law also holds for merged deposits. After the first etch, the remaining material reaches no higher than \(R-E_m t_e=r_1\), and it contains a hemisphere of radius \(r_1\) around the oldest centre. A further deposition adds \(G_m t_d\) to both numbers. New nuclei stay smaller than this, so the two bounds of Section 4 again coincide, and the argument can be repeated in each cycle.

With the example parameters and an etch of only 20 s,

\[
r_1=27.0-20.0=7.0\ \text{nm},\qquad G_m\tau=0.60\times15=9.0\ \text{nm}.
\]

The residue grows by 16.0 nm per cycle, through 7.0, 23.0, 39.0 and 55.0 nm. The simulated cycles give the same values. On the grid, the greatest depth after the second deposition was 42.4 to 42.5 nm, against \(7.0+36.0=43.0\) nm from the formula. The difference is less than one grid spacing.

The recursion \(r_{n+1}=r_n+G_m t_d-E_m t_e\) holds for any leftover, whatever its origin, also when \(t_e\) lies inside the interval of Section 4. A leftover shrinks from cycle to cycle only if \(t_e>G_m t_d/E_m\), which is 36 s in the example. An etch of 30 s keeps a clean mask clean, but lets an existing leftover grow by 6 nm per cycle.

### Can the cleaning be postponed?

One could tolerate residues for \(n\) cycles and then remove them by an additional etch of duration \(r_n/E_m\). The total etch time would be

\[
T=n t_e+\frac{r_n}{E_m}
= n t_e+\frac{nG_m(t_d-\tau)}{E_m}-n t_e+\frac{(n-1)G_m\tau}{E_m}.
\]

The terms \(n t_e\) cancel, and the second term is \(n t_{\min}\):

\[
T=n\,t_{\min}+(n-1)\frac{G_m\tau}{E_m}.
\]

For four cycles this is \(4\times27.0+3\times9.0=135\) s, compared with 108 s if each cycle is cleared. The excess of 27 s arises from the three incubation times that were lost. Postponed cleaning is thus possible in this model, but it costs more epitaxial material, and the mask is not clean in between.

## 7. When does a permissible interval exist?

The most favourable choice for the layer is \(t_e=t_{\min}\), since any longer etch removes more of it. The greatest gain compatible with a clean mask is therefore

\[
\Delta_{\max}=G_e t_d-E_e\frac{G_m(t_d-\tau)}{E_m}.
\]

Introduce the ratios of mask deposit to epitaxial layer for growth and for etching,

\[
g=\frac{G_m}{G_e},\qquad S=\frac{E_m}{E_e}.
\]

Then \(E_eG_m/E_m=G_e\,g/S\). Writing \(t_d=\tau+(t_d-\tau)\) in the first term gives

\[
\Delta_{\max}=G_e\left[\tau+\left(1-\frac{g}{S}\right)(t_d-\tau)\right].
\]

The first term in the bracket is the head start: during \(\tau\) the layer grows and the mask stays clean. The second term describes the time in which both grow. Each second of it adds \(G_e\) to the layer, but also adds mask deposit whose later removal costs \(G_e\,g/S\).

An interval exists if \(\Delta_{\max}\ge h\) for \(h>0\), and if \(\Delta_{\max}>0\) for \(h=0\).

### Case \(S\ge g\)

The second term is not negative. Hence \(\Delta_{\max}\ge G_e\tau>0\), and for \(h=0\) every deposition time \(t_d>\tau\) has a permissible interval. If \(S>g\), any required gain \(h\) can be reached by a sufficiently long deposition. Setting \(\Delta_{\max}=h\) and solving for the deposition time gives

\[
t_d=\tau+\frac{h/G_e-\tau}{1-g/S}\qquad (h>G_e\tau).
\]

In the main example \(g=1.20\), \(S=5.00\) and \(g/S=0.24\). The shortest deposition that can yield 10 nm is

\[
15+\frac{20-15}{0.76}=21.6\ \text{s}.
\]

At this value the interval has shrunk to a single etch time. At \(t_d=60\) s the greatest gain is \(0.50\,(15+0.76\times45)=24.6\) nm, in agreement with \(30.0-0.20\times27.0\).

### Case \(S<g\)

Now \(1-g/S\) is negative, and each second of deposition after \(\tau\) reduces the attainable gain. For \(h=0\) the condition \(\Delta_{\max}>0\) reads

\[
\left(\frac{g}{S}-1\right)(t_d-\tau)<\tau .
\]

Division by the positive bracket and addition of \(\tau\) give

\[
t_d<\tau+\frac{\tau}{g/S-1}=\tau\,\frac{g/S}{g/S-1}.
\]

Multiplying numerator and denominator by \(S/g\) yields the critical deposition time

\[
t_d<t_c=\frac{\tau}{1-S/g}.
\]

The attainable gain is also limited. Since \(t_d>\tau\), it stays below \(G_e\tau\), which is 7.5 nm for \(G_e=0.50\) nm/s and \(\tau=15\) s. A required gain of 10 nm per cycle would be out of reach at any deposition time.

### The two opening cases

Both cases keep \(G_e\), \(G_m\), \(E_e\) and \(\tau\) of the main example, with \(h=0\), so \(g=1.20\). Both have \(S<g\).

For \(E_m=0.15\) nm/s we have \(S=0.75\) and

\[
t_c=\frac{15}{1-0.75/1.20}=40.0\ \text{s}.
\]

The deposition time of 30 s is shorter than this. The limits are \(0.60\times15/0.15=60.0\) s and \(0.50\times30/0.20=75.0\) s. The greatest gain is small, \(15.0-0.20\times60.0=3.0\) nm. In the simulated cycle a workable etch time was found at a deposition time 5 % below \(t_c\), and none among the times scanned at 5 % above it.

For \(E_m=0.22\) nm/s we have \(S=1.10\) and \(t_c=180.0\) s. A deposition of 240 s exceeds it, so the lower limit of 613.6 s lies above the upper limit of 600.0 s. The remedy is a shorter deposition step, not a different etch time.

The condition \(S>1\) is thus neither necessary nor sufficient. For \(h=0\) the comparison that matters is between \(S\) and \(g\). If \(S<g\), the deposition time must also stay below \(t_c\), which is proportional to the incubation time.

## 8. Random nucleation and small masks

The lower limit assumes a nucleus at the earliest possible moment. On a small mask the first nucleus may come later, and a shorter etch may then succeed by chance.

Let nuclei form on free mask after \(\tau\) at a constant rate \(J\) per area and time, independently of each other. Let \(A\) be the total area of an isolated mask. For \(t_e<t_{\min}\), a nucleus born at \(s\) survives the etch if

\[
G_m(t_d-s)>E_m t_e
\quad\Longleftrightarrow\quad
s<t_d-\frac{E_m t_e}{G_m}.
\]

A residue remains if at least one nucleus is born between \(\tau\) and this moment. The length of that dangerous period is

\[
\delta=t_d-\tau-\frac{E_m t_e}{G_m}.
\]

Deposits that already cover part of the mask block further nucleation there, but they cannot block the first nucleus. The probability that no first nucleus appears during \(\delta\) is therefore that of a constant rate \(JA\):

\[
P_{\text{clean}}=e^{-JA\delta}.
\]

At \(t_e=t_{\min}\) we have \(\delta=0\) and \(P_{\text{clean}}=1\), as required.

Take \(J=10\) per µm² per s and a square mask of side 100 nm, so that \(A=0.010\) µm² and \(JA=0.10\) per s. For the short etch of 20 s,

\[
\delta=45-\frac{20}{0.60}=11.67\ \text{s},\qquad JA\delta=1.167,\qquad P_{\text{clean}}=0.311 .
\]

A random simulation that includes the blocking of covered sites gave 0.308. On so small a mask about four nuclei in five lie within 27 nm of an edge, so the number presumes a mask thick enough that the 30 nm layer neither touches the deposits nor grows over the mask. It is the probability for one cycle. If the mask is clean, the next cycle starts afresh, so the probability of two clean cycles in succession is \(0.311^2\approx0.10\). Luck is not a basis for a process of many cycles.

For a large mask even this chance disappears. The first nucleus is delayed beyond \(\tau\) by about \(1/(JA)\), which reduces the largest radius by \(G_m/(JA)\) and the clearing time by

\[
\frac{G_m}{E_m J A}.
\]

For the small mask this is 6 s, a noticeable part of the 27 s. For a mask of 1 mm² it is \(6\times10^{-8}\) s, and within this model the randomness of nucleation no longer blurs the lower limit. Many small masks on one wafer behave like one mask with their total area, because the probabilities of independent masks multiply and the areas add in the exponent.

## 9. Where the result must be changed

**Delayed etching.** If the etchant attacks the mask deposit only after a delay \(\theta_m\), the available time is \(t_e-\theta_m\), and \(t_{\min}\) rises by \(\theta_m\). A delay \(\theta_e\) on the epitaxial layer raises \(t_{\max}\) by \(\theta_e\) in the same way.

**Incomplete recovery of the mask.** If etching leaves sites at which nucleation is easier, the incubation time in later cycles is shorter. With \(\tau\) replaced by a smaller \(\tau'\), the lower limit rises by \(G_m(\tau-\tau')/E_m\). In the extreme case \(\tau'=0\) it is \(G_m t_d/E_m\), or 36 s in the main example. At the stated rates an etch of 40 s would still suffice (with the 10 % deviations of Section 5 the limit would be 44 s), but one of 30 s would fail once \(\tau'\) had fallen below 10 s.

**Size- and pattern-dependent rates.** The model uses one growth rate and one etch rate for islands of any size. The curvature of a small island raises its chemical potential over a capillary length \(2\gamma\Omega/k_BT\), with \(\gamma\) the surface energy and \(\Omega\) the atomic volume. For silicon near 900 to 1000 K, with \(\gamma\) of 1.2 to 1.5 J/m², this is about 3 to 5 nm. Islands and residues of such a size, like the 7 nm residue of Section 6, tend to grow more slowly and to etch faster than assumed. On patterned wafers the rates and \(\tau\) also depend on the fraction of masked area, and must be measured for the pattern in question.

**Orientation-dependent mask deposits.** Crystalline grains may have slowly etching faces. The proof in Section 4 uses one common speed for all directions and does not cover them.

**Facets of the epitaxial layer.** The upper limit refers to the top plane. A facet with its own rates \(G_f\) and \(E_f\) moves by \(G_f t_d-E_f t_e\) per cycle as long as it persists. If it must not retreat, then \(t_e\le G_f t_d/E_f\) is an additional condition, which may be stricter than the one for the top plane. In a narrow window, where facets meet or etching exposes new planes, the shape of the whole layer must be followed, and the interval derived here is no longer sufficient.

The main input values and the simulation results are collected in the numerical output that follows.

## Numbers as computed

```
epitaxial growth rate G_e = 0.50 nm/s
mask deposit growth rate G_m = 0.60 nm/s
epitaxial etch rate E_e = 0.20 nm/s
mask deposit etch rate E_m = 1.00 nm/s
deposition time = 60.0 s, incubation time = 15.0 s
required net gain per cycle h = 10.0 nm
epitaxial thickness deposited per cycle = 30.0 nm
greatest mask deposit radius = 27.0 nm
lower etch-time limit = 27.0 s
upper etch-time limit with gain h = 100.0 s
etch time of zero net gain = 150.0 s
main interval in minutes = 0.45 to 1.67 min
chosen etch time = 40.0 s
  time beyond mask clearing = 13.0 s
  epitaxial thickness etched = 8.0 nm
  net epitaxial gain = 22.0 nm
random-parameter limit checks passed = 156
too short etch time = 20.0 s
  simulated residue after cycle 1 = 7.0 nm
  simulated residue after cycle 2 = 23.0 nm
  simulated residue after cycle 3 = 39.0 nm
  simulated residue after cycle 4 = 55.0 nm
voxel model, 6 nuclei: mask coverage = 0.339
  greatest depth, first deposition = 27.0 nm
  greatest depth, second deposition = 42.4 nm
voxel model, 60 nuclei: mask coverage = 0.929
  greatest depth, first deposition = 27.0 nm
  greatest depth, second deposition = 42.4 nm
voxel model, 150 nuclei: mask coverage = 0.994
  greatest depth, first deposition = 27.0 nm
  greatest depth, second deposition = 42.5 nm
formula depth, second deposition = 43.0 nm
nucleation rate J = 10.0 per um^2 per s
small mask: side = 100 nm, area = 0.010 um^2
mean number of too-old nucleation events = 1.167
clean-mask probability, formula = 0.311
clean-mask probability, Monte Carlo = 0.308
typical shift of lower limit for 1 mm^2 mask = 6.0e-08 s
growth-rate ratio g = 1.20
etch-rate ratio S in main example = 5.00
slow mask etch: E_m = 0.15 nm/s, S = 0.75
  critical deposition time = 40.0 s
  at t_d = 30 s: lower = 60.0 s, upper = 75.0 s
faster mask etch: E_m = 0.22 nm/s, S = 1.10
  critical deposition time = 180.0 s
  at t_d = 240 s: lower = 613.6 s, upper = 600.0 s
```
